# Energy balance of reversible voltage amplification by negative capacitance

A source whose voltage is raised slowly from zero to 0.60 V charges two layers in series, a ferroelectric and an ordinary dielectric. In the model treated here the dielectric ends with 0.90 V across it. It stores 0.70 µJ/cm², while the source has delivered 0.47 µJ/cm². The difference has to be supplied from within the stack. The missing term is the free energy of the ferroelectric, which falls as the stack is charged.

## The stack and its conventions

Let $Q$ be the free charge per area on the outer electrodes. There is no free charge at the interface between the layers, and both layers are taken as uniform in the plane. The displacement is then the same in both and equals $Q$. The thicknesses are $t_F$ for the ferroelectric and $t_D$ for the dielectric. All energies and capacitances are per area. With charge in µC/cm² and voltage in V, energy comes out in µJ/cm².

The dielectric is linear, with capacitance $C_D$ and voltage $V_D=Q/C_D$. This is the internal voltage. In the ferroelectric the field follows the Landau form

$$E_F=aQ+bQ^3,\qquad a<0,\quad b>0 .$$

Because it is written in terms of the displacement, the corresponding energy already contains the field energy of this layer.

Once the cubic is written in $Q$, two material inputs fix the coefficients. The field vanishes at the spontaneous polarization $P_s$, so $a+bP_s^2=0$ and $b=|a|/P_s^2$. The field has its extrema where $a+3bQ^2=0$, that is, at $Q=\pm P_s/\sqrt3$. At $Q=-P_s/\sqrt3$ its value is the intrinsic coercive field:

$$E_c=-\frac{P_s}{\sqrt3}\left(-|a|+\frac{|a|}{3}\right)=\frac{2|a|P_s}{3\sqrt3}
\quad\Rightarrow\quad a=-\frac{3\sqrt3}{2}\frac{E_c}{P_s}.$$

The example takes $P_s=20$ µC/cm² and $E_c=1.5$ MV/cm, rough values in the regime of hafnium zirconium oxide. The ferroelectric is 10 nm thick. The dielectric is 2 nm of silicon dioxide with relative permittivity 3.9. Then $a=-1.949\times10^5$ V cm/µC and $C_D=1.727$ µF/cm². The ferroelectric capacitance at $Q=0$ is $1/(at_F)=-5.132$ µF/cm².

## First contribution: the work of the source

The source voltage is the sum of the layer voltages:

$$V=\frac{Q}{C_D}+t_F\,(aQ+bQ^3).$$

When charge $dQ$ passes through the source, the source does work $V\,dQ$. If the drive is slow enough for this equilibrium relation to hold throughout, integration from zero gives

$$W=\int_0^Q V\,dQ'=\underbrace{\frac{Q^2}{2C_D}}_{U_D}+\underbrace{t_F\left(\frac{aQ^2}{2}+\frac{bQ^4}{4}\right)}_{F_F}.$$

This is the balance: the source's work equals the dielectric energy gained plus the change in Landau energy. It holds in this model at any amplitude, not just for small signals.

The second term is a free energy. For a reversible change at fixed temperature $T$, the first law reads $d\mathcal E=V\,dQ+T\,dS$, with $\mathcal E$ the internal energy and $S$ the entropy. Hence $V\,dQ=d(\mathcal E-TS)$, and the work of the source changes the free energy. Heat may flow without any dissipation.

Solving the voltage relation at $V=0.60$ V gives $Q=1.556$ µC/cm². The layer voltages are

$$V_D=\frac{1.556}{1.727}=0.901\ \text{V},\qquad V_F=-0.301\ \text{V},$$

and their sum is 0.600 V. Integrating $V\,dQ$ numerically along the solved charging curve gives $W=0.4662$ µJ/cm². The stored terms are $U_D=0.7015$ and $F_F=-0.2353$ µJ/cm², whose sum is also 0.4662.

## Second contribution: the Landau term

For $0<Q<P_s$ the ferroelectric voltage $t_FQ(a+bQ^2)$ is negative, so $V_D=V-V_F$ exceeds $V$. Charge moves through a layer whose voltage opposes the usual sign, and that layer gives up free energy. The dielectric takes it.

To see how the sharing depends on the gain, define

$$S_0=\frac1{C_D}+at_F,\qquad B=bt_F,$$

so that $V=S_0Q+BQ^3$. The differential gain is

$$A=\frac{dV_D}{dV}=\frac{1/C_D}{dV/dQ}=\frac{1}{1+C_Dt_F(a+3bQ^2)} .$$

With $dV/dQ>0$, the gain exceeds one when $a+3bQ^2<0$, or $|Q|<P_s/\sqrt3=11.55$ µC/cm². At $Q=0$ it is $A=1.507$, and at the end of charging it is 1.493. The slight fall comes from the term $3bQ^2$. The edge of the amplifying range is out of reach here: it would put $11.55/1.727\approx6.7$ V across 2 nm of oxide, or about 33 MV/cm, well above the rough breakdown field of 10 MV/cm.

For small signals the cubic term drops out. Then $Q=V/S_0$, the stack capacitance is $C_{tot}=1/S_0$, and $A=1/(C_DS_0)=C_{tot}/C_D$. The energies become

$$W=\frac{S_0Q^2}{2},\qquad U_D=\frac{Q^2}{2C_D}=\frac{W}{C_DS_0}=AW,\qquad F_F=W-U_D=(1-A)W .$$

The dielectric therefore gains $A$ times what the source supplies, and the ferroelectric covers the excess $(A-1)W$. At 0.01 V the computed ratio $U_D/W$ is 1.507, equal to the small-signal gain. At 0.60 V it is 1.505.

The source does not work less because of the amplification. At the same source voltage, the bare dielectric would take $C_DV=1.036$ µC/cm² and require 0.3108 µJ/cm². The stack draws $C_{tot}V=AC_DV$, so to leading order both the charge and the work are larger by the factor $A$. The dielectric energy is larger by $A^2$. In units of the bare dielectric's energy, the source pays $A$ and the Landau store supplies the remaining $A^2-A$.

**Why this store cannot drive a machine.** The state $Q=0$ lies at the top of the ferroelectric's own energy hump. The series dielectric holds it there. The free energy of the whole stack is

$$F=\frac{S_0Q^2}{2}+\frac{BQ^4}{4},$$

which for $S_0>0$ has its minimum at $Q=0$. Any charging therefore costs the source positive work. On discharge, the dielectric's 0.7015 µJ/cm² divides into 0.4662 returned to the source and 0.2353 spent lifting the ferroelectric back up its hump. The net work of a reversible cycle is zero.

**The limit of large gain.** As $S_0\to0^+$, the small-signal gain diverges, but the energies stay finite. At $S_0=0$ the voltage relation is $V=BQ^3$, so $Q=(V/B)^{1/3}$ and $W=BQ^4/4$. The quadratic parts of $U_D$ and $F_F$ cancel, and the quartic Landau term sets the source's work. With this ferroelectric at 0.60 V the charge would be 10.7 µC/cm², or 31 MV/cm in silicon dioxide, so the limit is formal at that voltage.

## Third contribution: reversible heat

Let $a$ be proportional to $T-T_0$ below the Curie temperature $T_0$, with $b$ and $C_D$ independent of temperature. Then $\partial a/\partial T=|a|/(T_0-T)$. At fixed charge, the entropy change on charging is

$$\Delta S=-\frac{\partial F}{\partial T}=-\frac{t_FQ^2}{2}\,\frac{|a|}{T_0-T}.$$

It is negative because, in this model, polarizing the layer orders it. The heat released to the surroundings is

$$q=-T\Delta S=\frac{|a|t_FQ^2}{2}\,\frac{T}{T_0-T}.$$

With $T=300$ K and a rough $T_0=700$ K, the last factor is 0.75. Since $|a|t_F=1/5.132$ cm²/µF,

$$q=\frac{1.556^2}{2\times5.132}\times0.75=0.177\ \text{µJ/cm}^2 .$$

The internal energy of the stack rises by $0.4662-0.1770=0.2892$ µJ/cm². Conservation of energy in the strict sense reads: work in, 0.466; heat out, 0.177; internal energy gained, 0.289. This heat is 38% of the source's work, yet none of it is lost, because the same amount is absorbed on the reversible return. It must not be added to the free-energy balance, since $F_F$ already accounts for it.

If no heat escaped, a rough heat capacity of 2.7 J/(cm³ K) would give a warming of 0.066 K. Compared with $T_0-T=400$ K, that changes $a$ by less than 0.02%.

## Fourth contribution: friction at finite rate

Let internal friction act as a series resistance $R$ (times area), with current density $i=dQ/dt$. The source voltage becomes $V=S_0Q+BQ^3+Ri$. Multiplying by $i$ and integrating over time gives

$$W=\Delta U_D+\Delta F_F+\int Ri^2\,dt .$$

The last term is never negative. For a linear ramp to $V_0$ lasting $T_r$, much longer than $\tau=RC_{tot}$, the current is close to $C_{tot}V_0/T_r$ apart from edges lasting about $\tau$. To leading order,

$$\int Ri^2dt\simeq\frac{R\,C_{tot}^2V_0^2}{T_r}=\frac{2\tau}{T_r}\,W,\qquad W\simeq\frac{C_{tot}V_0^2}{2}.$$

An assumed resistivity of 100 Ω cm gives $R=100\times10^{-6}=10^{-4}$ Ω cm² for 10 nm, and $\tau=0.26$ ns. Integrating the full circuit equation in time gives a loss of 0.00242 µJ/cm² for a 0.1 µs ramp and 0.000242 for a 1 µs ramp. Ten times slower means ten times less loss, as the formula requires. Charging and discharging in 0.1 µs each costs the source a net 0.00483 µJ/cm², twice the one-way loss.

A sudden step is the opposite limit. The source stays at its final voltage and does work $VQ=0.6\times1.556=0.934$ µJ/cm². The loss is

$$VQ-F=(S_0Q^2+BQ^4)-\left(\frac{S_0Q^2}{2}+\frac{BQ^4}{4}\right)=\frac{S_0Q^2}{2}+\frac{3BQ^4}{4},$$

slightly more than half of the work because of the quartic term. The computed value is 0.468 µJ/cm². The final gain is the same as for the slow ramp. Amplification alone is therefore no evidence of low loss.

## The contributions weighed

For the 0.1 µs ramp to 0.60 V, followed by a hold until the charge has settled, relative to the reversible work of 0.466 µJ/cm²:

| Contribution | µJ/cm² | Share |
|---|---:|---:|
| Dielectric energy | +0.702 | +150% |
| Landau free energy | −0.235 | −50% |
| Friction | +0.002 | +0.5% |

The first two make up the reversible work. The third is an additional demand on the source. In this model, which has no leakage, it alone vanishes as the ramp is slowed.

## When slowness does not help

The reversible charging from $Q=0$ described above relies on $S_0>0$, or $C_D<1/(|a|t_F)$. Suppose $S_0<0$. The charging curve then has turning points where $S_0+3BQ^2=0$, at $\pm Q_c$ with $Q_c^2=|S_0|/(3B)$. Substituting $|S_0|=3BQ_c^2$,

$$V=B(Q^3-3Q_c^2Q).$$

A rising voltage follows the negative branch to $Q=-Q_c$, where $V_c=2BQ_c^3$. The other state at this voltage follows from

$$Q^3-3Q_c^2Q-2Q_c^3=(Q+Q_c)^2(Q-2Q_c)=0,$$

so the charge jumps to $2Q_c$. Under slow drive the source stays at $V_c$ during the jump and does work $V_c\cdot3Q_c=6BQ_c^4$. The free energy $F=B(-\tfrac32Q_c^2Q^2+\tfrac14Q^4)$ changes from $-\tfrac54BQ_c^4$ to $-2BQ_c^4$, a drop of $\tfrac34BQ_c^4$. Both amounts are dissipated:

$$6BQ_c^4+\tfrac34BQ_c^4=\tfrac{27}{4}BQ_c^4=\frac{3S_0^2}{4B}.$$

A full cycle contains two such jumps and loses $3S_0^2/(2B)$.

Replacing the oxide by 2 nm of permittivity 20, with the ferroelectric unchanged, gives $S_0=-0.0819$ cm²/µF and a predicted loss of 20.66 µJ/cm² per cycle. Time integration between −0.6 and +0.6 V gives 20.91 for sweeps of 10 µs and 20.72 for sweeps of 100 µs. The loss tends to a finite value, not to zero. This case is a contrast within the model and not a design, because the dielectric field reaches 8.9 MV/cm, while oxides of such high permittivity break down at roughly 5 MV/cm, a lower field than for silicon dioxide.

## The model beside a real hafnia stack

The thicknesses and $P_s$ are of realistic size. The value of $E_c$ is less certain: 1.5 MV/cm is the size of measured switching fields, which need not equal the intrinsic field of uniform reversal. Since $|a|$ is proportional to $E_c$ and $5.132/1.727\approx3$, an intrinsic field three times larger would remove the stability of this stack. This margin depends on writing the cubic in the displacement. A cubic in the switching polarization $P$, with $Q=P+\varepsilon_bE_F$ and a background permittivity $\varepsilon_b$ of 20 times that of vacuum, matches the same $P_s$ and $E_c$. It gives a small-signal gain of 2.06 and 1.19 V across the oxide at 0.60 V, and it loses stability at about 1.5 times $E_c$. The energy balance has the same form in both cases. Temperature matters less. At 85 °C the small-signal gain falls from 1.51 to 1.40 with the assumed $T_0$.

Leakage limits how slow the drive may be. The oxide field is 4.5 MV/cm, below the rough breakdown value. A rough tunnelling estimate with a 3 eV barrier gives about 0.3 A/cm² at the final voltage, enough to pass the final charge in about 5 µs. It is good to a factor of a few at best: conserving transverse momentum across the oxide halves it, and 0.2 eV in the barrier changes it by more than a factor of two. It also assumes metallic states on both sides of the oxide, as with an internal electrode, whereas at a bare interface the current depends on the interface states available. With the assumed friction, a nearly reversible ramp must therefore last much longer than 0.26 ns and much less than 5 µs. At 0.1 µs, at most about $0.3\times0.1=0.03$ µC/cm² leaks, or 2% of the charge. Since it crosses at most about 0.9 V, it dissipates no more than about $0.03\times0.9=0.027$ µJ/cm², or 6% of the reversible work. Integrating the same estimate along the ramp gives 0.004 to 0.008 µJ/cm², above the friction loss of 0.002 µJ/cm². The leakage loss grows roughly in proportion to the duration of the ramp while friction falls, so the total is smallest for ramps of roughly 0.03 to 0.1 µs. In a leaky stack, slower driving therefore need not lower the total loss.

The assumption most likely to fail is the uniform state. Add a polarization wave $p\cos kx$, uniform across the film, with gradient energy $\tfrac12g(dP/dx)^2$ per volume. Let $\varepsilon_b$ be the non-switching permittivity of the ferroelectric, roughly 20 times that of vacuum, and $\varepsilon_D$ the permittivity of the oxide. From $P=Q-\varepsilon_bE_F$ and $E_F\simeq aQ$, the coefficient for the switching part is $a_P=a/(1-\varepsilon_ba)$. The wave puts bound charge on the interface. The potential varies as a hyperbolic sine of the distance from each electrode, and matching the two solutions gives the area-averaged energy

$$\frac{p^2}{4}\left\{t_F(a_P+gk^2)+\frac{1}{k[\varepsilon_b\coth kt_F+\varepsilon_D\coth kt_D]}\right\}.$$

The uniform state at $Q=0$ can be stable only if this is positive for every $k$. Among waves uniform across the film, the most dangerous period is about 14 nm, and it requires a correlation length $\sqrt{g/|a_P|}$ of at least about 1.3 nm. This is a lower limit: waves allowed to vary across the film raise it to about 1.8 nm, and with the cubic written in $P$ the two figures become about 1.8 and 2.2 nm. In a Landau model with gradient energy a domain wall is a few correlation lengths thick, so the walls would have to be a few nanometres thick. Domain walls in hafnia are thought to be about a lattice cell thick, roughly half a nanometre, so the condition is probably not met and domains should form.

The gain of 1.5 is then not a prediction for a continuous film, and this model does not supply the corrected value. The relation $W=\Delta F$ survives for any reversible isothermal path, with domains included in $F$. Its division into a uniform dielectric term and a uniform Landau term does not. Domain walls that move in jumps would add a loss that slow driving cannot remove. The numerical output below lists the main values used here.

## Computed results

```
spontaneous polarization (rough): 20 uC/cm2
intrinsic coercive field (rough): 1.5 MV/cm
ferroelectric thickness: 10 nm
dielectric thickness: 2 nm
dielectric relative permittivity: 3.9
Landau a: -1.949e+05 V cm/uC
Landau b: 487.1 V cm5/uC3
dielectric capacitance: 1.727 uF/cm2
ferroelectric capacitance at Q=0: -5.132 uF/cm2
stack capacitance at Q=0: 2.602 uF/cm2
gain at Q=0: 1.507
gain at final voltage: 1.493
charge where gain falls to 1: 11.55 uC/cm2
V source (V) | Q (uC/cm2) | V diel (V) | W | U diel | F ferro (uJ/cm2)
0.20 | 0.5202 | 0.3013 | 0.0520 | 0.0784 | -0.0264
0.40 | 1.0394 | 0.6020 | 0.2077 | 0.3128 | -0.1051
0.60 | 1.5564 | 0.9014 | 0.4662 | 0.7015 | -0.2353
final ferroelectric voltage: -0.3014 V
balance error W - U - F: -4e-15 uJ/cm2
U diel / W at final voltage: 1.505
U diel / W at 0.01 V: 1.507
bare dielectric at same source voltage, charge: 1.036 uC/cm2
bare dielectric at same source voltage, work: 0.3108 uJ/cm2
ferroelectric resistivity (assumed): 100 ohm cm
circuit time constant: 0.26 ns
loss for ramp of 0.1 us: 0.00242 uJ/cm2
loss for ramp of 1 us: 0.000242 uJ/cm2
net source work, up and down in 0.1 us each: 0.00483 uJ/cm2
sudden step: source work: 0.9338 uJ/cm2
sudden step: loss: 0.4676 uJ/cm2
contrast permittivity: 20
contrast stiffness 1/C_D + a t_F: -0.08191 cm2/uF
contrast loop loss, formula: 20.66 uJ/cm2
contrast loop loss, 10 us per sweep: 20.91 uJ/cm2
contrast loop loss, 100 us per sweep: 20.72 uJ/cm2
contrast dielectric field at 0.6 V: 8.87 MV/cm
temperature: 300 K
Curie temperature (rough): 700 K
reversible heat released: 0.177 uJ/cm2
internal energy change of stack: 0.2892 uJ/cm2
self-heating if no heat escapes: 0.066 K
gain at Q=0 and 85 C: 1.404
dielectric field: 4.51 MV/cm
breakdown field (rough): 10 MV/cm
tunnel barrier (rough): 3 eV
wave / semiclassical transmission: 3.9
tunnel current density: 0.31 A/cm2
time to leak the final charge: 5 us
background permittivity (rough): 20
period of most dangerous domain wave: 14.4 nm
correlation length needed: 1.26 nm
```
